# Voltage division between unequal rf sheaths and its area exponent

## Result and conventions

Two electrodes of areas $A_a<A_b$ bound a plasma driven by a radiofrequency (rf) source through a blocking capacitor. Let $V_a$ and $V_b$ be the time-averaged voltages from the plasma to each electrode, both counted positive. If the greatest sheath thickness obeys $s\propto V^a$ at fixed ion current density, with $a<1$, and both sheaths have the same ion current density, then

$$
\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^p,\qquad p=\frac{1}{1-a}.
$$

A collisionless Child sheath has $a=3/4$, so $p=4$. The smaller electrode takes the larger voltage. The power four belongs to high sheath voltages, $V\gg T_e$, where $T_e$ is the electron temperature in volts.

The subscript $a$ names the small electrode; the exponent $a$ is a number. SI units are used in the equations. The following conditions hold throughout:

- The two sheaths carry the same rf current in series, with no side path to other surfaces.
- This current is mostly displacement current, and the voltage across the plasma bulk is small.
- Each sheath nearly collapses once per cycle.
- The rf current is sinusoidal.

The blocking capacitor matters because it lets the mean voltages differ. A direct dc connection between the electrodes would force $V_a=V_b$.

## First derivation: charge balance and scaling

**Equal charges.** Let $\sigma(t)$ be the positive space charge per unit electrode area in a sheath. Displacement current that enlarges one sheath charge reduces the other, so

$$
A_a\sigma_a(t)+A_b\sigma_b(t)=Q,
$$

with $Q$ constant. When sheath $b$ collapses, $\sigma_b=0$ and $A_a\sigma_a=Q$, its greatest value. Half a cycle later the roles are exchanged. The greatest charges, written without a time argument, therefore satisfy

$$
A_a\sigma_a=A_b\sigma_b=Q.
$$

**From charge to voltage.** Suppose that the two sheaths have the same shape once voltage is measured in units of $V$ and distance in units of $s$. The mean potential drop from the plasma edge is then $V f(x/s)$ with a common function $f$, and the mean field at the wall is $Vf'(1)/s$. By Gauss's law, $\epsilon_0$ times this field is the mean sheath charge per area. For a sinusoidal current the charge varies as $\tfrac12\sigma(1+\cos\omega t)$, apart from a phase shift, so its mean is $\sigma/2$. Hence

$$
\frac{\sigma}{2}=\epsilon_0 f'(1)\frac{V}{s},
\qquad
\sigma=\kappa\epsilon_0\frac{V}{s},
\qquad \kappa=2f'(1).
$$

This justifies the capacitance $\epsilon_0A/s$ up to the factor $\kappa$, although the sheath is not a linear capacitor. Since $\kappa$ is common to both sheaths, charge balance gives

$$
A_a\frac{V_a}{s_a}=A_b\frac{V_b}{s_b}
\quad\Rightarrow\quad
\frac{V_a}{V_b}=\frac{A_b}{A_a}\frac{s_a}{s_b}.
$$

At equal ion current density, $s_a/s_b=(V_a/V_b)^a$. Dividing both sides by this factor gives

$$
\left(\frac{V_a}{V_b}\right)^{1-a}=\frac{A_b}{A_a}.
$$

Raising both sides to the power $1/(1-a)$ gives the result.

The condition $a<1$ has a physical meaning. Since $\sigma\propto V/s\propto V^{1-a}$, the charge grows with voltage when $a<1$. At $a=1$ it does not depend on voltage, and unequal areas cannot carry equal charges. Near that limit the division is very sensitive to the sheath law, because $dp/da=1/(1-a)^2=p^2$. At $p=4$, a change of 0.01 in $a$ changes $p$ by about 0.16.

**The Child exponent.** Consider a static, collisionless sheath without electrons. Let $\phi(x)$ be the potential drop, increasing from zero at the plasma edge to $V$ at the wall. If the entering energy is neglected, an ion of mass $M$ has speed $u=(2e\phi/M)^{1/2}$. The ion current density $J$ is constant, so the charge density is $J/u$, and Poisson's equation reads

$$
\frac{d^2\phi}{dx^2}=\frac{J}{\epsilon_0}\left(\frac{M}{2e}\right)^{1/2}\phi^{-1/2}\equiv B\phi^{-1/2}.
$$

The right side is positive because $\phi$ is a drop, the negative of the potential. Multiply by $d\phi/dx$ and integrate from the edge, where the field is zero:

$$
\frac12\left(\frac{d\phi}{dx}\right)^2=2B\phi^{1/2}
\quad\Rightarrow\quad
\phi^{-1/4}d\phi=2B^{1/2}dx.
$$

A second integration gives $\tfrac43V^{3/4}=2B^{1/2}s$, or $V^{3/2}=\tfrac94Bs^2$. Inserting $B$ yields

$$
J=\frac49\epsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}.
$$

At fixed $J$ this means $s\propto V^{3/4}$, hence $p=4$. The profile is $\phi=V(x/s)^{4/3}$, so the static ratio $\sigma s/(\epsilon_0V)$ is $4/3$.

The static law has been used here for a sheath that moves. That step requires the moving sheath to keep the same exponent, though not the same coefficient. The second derivation does not use the static law.

## Second derivation: a moving rf sheath

**Electron edge and field.** Let $x=0$ be the plasma side of the sheath and $x=s$ the wall. Electrons neutralize the ions up to a sharp moving edge, beyond which there are none. The edge is at $x=0$ when $\omega t=0$ and reaches the wall when $\omega t=\pi$. Let $\varphi(x)$ be the phase at which it passes $x$ on its way to the wall. With rf current density amplitude $J_0$ and ion density $n(x)$, the charge covered per unit time is

$$
e n\frac{dx}{dt}=J_0\sin\omega t
\quad\Rightarrow\quad
e n\,dx=\frac{J_0}{\omega}\sin\varphi\,d\varphi.
$$

Integration from $0$ to $\pi$ gives the greatest sheath charge, $2J_0/\omega$ per unit area.

At position $x$ the field vanishes while electrons cover that point. During $-\varphi<\omega t<\varphi$ the point is uncovered, and Gauss's law counts the ions between the electron edge and $x$:

$$
E(x,t)=\frac{J_0}{\epsilon_0\omega}(\cos\omega t-\cos\varphi).
$$

The average over a full cycle is

$$
\bar E=\frac{1}{2\pi}\int_{-\varphi}^{\varphi}E\,d(\omega t)
=\frac{J_0}{\pi\epsilon_0\omega}\,g(\varphi),
\qquad g=\sin\varphi-\varphi\cos\varphi.
$$

**The general exponent.** Assume that ions cross the sheath in many rf cycles and therefore respond to $\bar E$. They enter with density $n_0$ and the Bohm speed $u_B=(eT_e/M)^{1/2}$. Write $w=u/u_B$. Flux conservation gives $n=n_0/w$, so

$$
dx=s_0w\sin\varphi\,d\varphi,\qquad s_0=\frac{J_0}{en_0\omega}.
$$

Suppose that the ion speed at each phase responds to the rf current as $w=J_0^mW(\varphi)$. Then

$$
s=\int_0^\pi s_0w\sin\varphi\,d\varphi\propto J_0^{1+m},
\qquad
V=\int_0^s\bar E\,dx\propto J_0^{2+m}.
$$

Elimination of $J_0$ gives $a=(1+m)/(2+m)$, and therefore $1-a=1/(2+m)$. The same total current $I$ passes through both sheaths, so $J_0=I/A$. At equal $n_0$ and $T_e$,

$$
\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^{2+m}
=\left(\frac{A_b}{A_a}\right)^{1/(1-a)}.
$$

This is the same result, obtained without a capacitor formula.

**Collisionless ions.** Define

$$
H=\frac{en_0s_0^2}{\pi\epsilon_0T_e}
=\frac{J_0^2}{\pi e\epsilon_0n_0\omega^2T_e},
$$

so that $\bar E=T_eHg/s_0$. The momentum equation $Mu\,du/dx=e\bar E$, divided by $Mu_B^2=eT_e$, becomes $w\,dw/dx=Hg/s_0$. Inserting $dx$ cancels one factor of $w$:

$$
\frac{dw}{d\varphi}=Hg\sin\varphi
=H(\sin^2\varphi-\varphi\sin\varphi\cos\varphi).
$$

With $w(0)=1$, integration gives $w=1+HF$, where

$$
F=\frac{\varphi}{2}+\frac{\varphi\cos2\varphi}{4}-\frac38\sin2\varphi,
\qquad F(\pi)=\frac{3\pi}{4}.
$$

Energy conservation, $\tfrac12Mu_B^2(w^2-1)=eV$ at the wall, then gives

$$
w_{\rm wall}=1+\frac{3\pi H}{4},
\qquad
V=\frac{T_e}{2}(w_{\rm wall}^2-1).
$$

For the thickness, $s/s_0=2+H\int_0^\pi F\sin\varphi\,d\varphi$. Integrating by parts,

$$
\int_0^\pi F\sin\varphi\,d\varphi
=\frac{3\pi}{4}+\int_0^\pi\cos\varphi\sin\varphi\,(\sin\varphi-\varphi\cos\varphi)\,d\varphi.
$$

The term $\sin^2\varphi\cos\varphi$ integrates to zero. The other is $-\int_0^\pi\varphi\cos^2\varphi\sin\varphi\,d\varphi=-\pi/3$. Thus

$$
s=s_0\left(2+\frac{5\pi H}{12}\right).
$$

For $H\gg1$, $w\simeq HF\propto J_0^2$ over nearly the whole sheath, so $m=2$. The limiting forms are

$$
V\simeq\frac{9\pi^2}{32}T_eH^2\propto J_0^4,
\qquad
s\simeq\frac{5\pi}{12}s_0H\propto J_0^3.
$$

They give $s\propto V^{3/4}$ and $p=4$. The coefficients differ from those of the static sheath. Using $en_0s_0^2/\epsilon_0=\pi HT_e$,

$$
\kappa=\frac{2J_0s}{\omega\epsilon_0V}
\simeq\frac{2\pi H\,(5\pi H/12)}{9\pi^2H^2/32}=\frac{80}{27}.
$$

Similarly, inserting $J=en_0u_B$ into the Child combination gives

$$
\frac{Js^2}{\epsilon_0(2e/M)^{1/2}V^{3/2}}
\simeq\frac{\pi(5\pi/12)^2}{\sqrt2\,(9\pi^2/32)^{3/2}}=\frac{200}{243},
$$

in place of $4/9$. The motion of the electron edge changes the coefficient and leaves the power unchanged.

**Other ion laws.** If collisions fix the ion speed locally, $m$ follows from $\bar E\propto J_0$. A constant mean free path gives $u\propto\bar E^{1/2}$, hence $m=1/2$, $a=3/5$ and $p=5/2$. A constant mobility gives $u\propto\bar E$, hence $m=1$, $a=2/3$ and $p=3$. A uniform ion density means $m=0$, $a=1/2$ and $p=2$.

The two collisional laws were tested by integrating the ion momentum equation with inertia and drag while $J_0$ was doubled. For a constant mean free path $\lambda$, starting from $H=10^6$ and $s_0/\lambda=100$, the result was $a=0.600$ and $p=2.500$. For a constant collision rate $\nu$, starting from $H=10^8$ and $s_0\nu/u_B=1000$, it was $a=0.667$ and $p=3.001$.

## What each derivation assumes

Both derivations need the series current, sheath collapse and equal ion current densities. They differ in what they take as given.

The first takes the thickness law and a common normalized profile as inputs. It needs no model of ion motion beyond these, and it shows why the exponent is $1/(1-a)$. It cannot say when the profiles stop being similar.

The second takes a sharp electron edge and ions that feel the mean field. In return it produces the thickness law, the profile and the factor $\kappa$. It also supplies a correction at finite voltage, though only the part that comes from the Bohm entry speed; the finite width of a real electron edge gives a further correction of the same order, sized in the example below. Since $w_{\rm wall}-1\propto H\propto A^{-2}$,

$$
\frac{w_a-1}{w_b-1}=\left(\frac{A_b}{A_a}\right)^2,
\qquad w_{a,b}=\left(1+\frac{2V_{a,b}}{T_e}\right)^{1/2}.
$$

Here $w_a$ and $w_b$ are wall values. Factoring $w^2-1$ gives

$$
\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^2\frac{w_a+1}{w_b+1}.
$$

For $w_a>w_b>1$ the last fraction is smaller than $(w_a-1)/(w_b-1)$. The effective exponent, defined as $\ln(V_a/V_b)/\ln(A_b/A_a)$, is therefore below four at any finite voltage in this collisionless model.

Equal ion current density is a separate condition, and charge balance shows what its failure does. If $s\propto V^aJ^{-b}$, then $\sigma\propto V^{1-a}J^b$, and

$$
\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^p
\left(\frac{J_b}{J_a}\right)^{bp}.
$$

For Child sheaths $b=1/2$ and $bp=2$. A weaker ion current at the large electrode raises the share of the voltage found there. The moving-sheath model agrees: at equal $T_e$ and fixed $J_0$, $V\propto H^2\propto n_0^{-2}$. Halving $n_0$ in the numerical integration at high voltage raised $V$ by a factor of 4.000.

## An argon etcher

Take a powered electrode 300 mm in diameter, with area 707 cm², and a grounded area 1.5 times larger. The frequency is 13.56 MHz, $T_e=3$ V (3 eV), the sheath-edge density is $10^{10}$ cm⁻³, and the mean powered-sheath voltage is held at 500 V.

The ideal law gives a voltage ratio $1.5^4=5.06$. The grounded-sheath voltage is $500/5.06=98.8$ V, and the self-bias of the powered electrode relative to ground is $98.8-500=-401$ V.

At finite $T_e$, the wall speeds follow from

$$
w_a=\sqrt{1+1000/3}=18.285,\qquad
w_b=1+\frac{17.285}{1.5^2}=8.682.
$$

Hence $V_b=1.5(8.682^2-1)=111.6$ V, which is 13% above the ideal value. The effective exponent is 3.70 and the self-bias is $-388$ V. These values belong to the sharp-edge model; thermal electrons lower the exponent further, as listed under neglected effects.

The greatest thicknesses are 7.17 mm and 2.58 mm. The plain capacitor formula with these values gives $V_a/V_b=1.5\times7.17/2.58=4.17$, while the model gives $500/111.6=4.48$. The difference of 7%, relative to the model ratio, arises because $\kappa$ is not quite equal in the two sheaths at finite voltage.

The peak sheath voltages are 1176 V and 266 V. Each peak occurs while the other sheath is collapsed, so the peak-to-peak voltage between the electrodes is their sum and its half is 721 V. This is also half the peak-to-peak source voltage if the rf voltage across the blocking capacitor is negligible. A sinusoidal current makes this voltage nonsinusoidal, with unequal positive and negative peaks.

A generator that imposes a sinusoidal voltage would instead produce current harmonics. The two sheaths then have different charge waveforms and no longer share a normalized profile, so the voltage division changes. In the same collisionless model with $V_a$ kept at 500 V, a sinusoidal voltage across the two sheaths gives $V_b$ of about 66 V, an effective exponent of about 5.0 and a self-bias of about $-434$ V. The values below are again for a sinusoidal current.

Without collisions, and with a transit of many cycles, ions reach the walls with about 500 eV and 112 eV, plus an entrance energy $T_e/2$, or 1.5 eV. With the powered-sheath voltage held fixed, the area ratio sets the ion energy at the grounded wall. With the source voltage held fixed instead, it would affect the ion energies at both electrodes.

**Neglected effects.** In the first three comparisons below, $V_a$ stays at 500 V.

- Collisions: at 2 mTorr and 300 K, a rough cross section of $5\times10^{-15}$ cm² gives a mean free path of 31 mm. A fluid drag $\pi u^2/(2\lambda)$ per unit ion mass raises $V_b$ to 119 V and lowers the effective exponent to 3.54.
- Unequal density: a grounded-edge density 20% lower, without collisions, gives $V_b=167$ V and an exponent of 2.70.
- Both together: $V_b=175$ V, the exponent is 2.59, and the self-bias is $175-500=-325$ V.
- Electron loss: the sharp-edge model leaves out the electron current needed to balance the ion current. Shifting the sharp-edge waveform rigidly until the fluxes balance would need about 7 V at the powered sheath and 9 V at the grounded one, but this understates the effect. Boltzmann electrons also set up a field on the plasma side of the edge, which accelerates the ions and lowers their density. Solving Poisson's equation with Boltzmann electrons, mean-field collisionless ions, a sinusoidal wall charge and flux balance raises the mean voltages at the same $J_0$ by about 13 V and 37 V. With $V_a$ held at 500 V it gives $V_b$ of about 145 V, an exponent of about 3.05 and a self-bias of about $-355$ V. This is larger than the collision effect at 2 mTorr and is not included in the values above.
- Currents and bulk: the ion current density is 5% of $J_0$ at the powered sheath and 8% at the grounded one. The bulk voltage amplitude, estimated for a length of 5 cm, is 1.3 V.
- Ion transit: the time is $\int dx/u=2s_0/u_B$, or 6.2 cycles in the powered sheath and 4.2 in the grounded one. The mean-field treatment is therefore less secure at the grounded wall, and rf modulation of the ion energies remains at both walls: ions traced through the instantaneous sharp-edge field gain about 436 to 566 eV at the powered wall and 92 to 133 eV at the grounded one, with means near 500 eV and 112 eV.
- Geometry: the powered sheath thickness is 5% of the electrode radius, so a planar sheath is reasonable away from the edge.

The pressure in this example was chosen low to keep the sheath nearly collisionless. At 20 mTorr the same cross section would give a mean free path of 3 mm, shorter than the 7 mm sheath found here, and the exponent would move towards the collisional value $5/2$. A chamber may also have grounded surfaces of irregular shape, where density and ion current need not match those at the powered electrode. A 20% density difference alone moves the effective exponent from 3.70 to 2.70, and the drive waveform has an effect of similar size. Replacing the sharp edge by Boltzmann electrons alone lowers it to about 3.05, so a grounded-sheath voltage of 40 to 50 times $T_e$ is still well short of the high-voltage limit.

The fourth power is therefore a limiting law, not a general design rule. It applies when both sheaths are collisionless, both voltages far exceed $T_e$, the ion current densities are nearly equal and the rf current is nearly sinusoidal. The frequency must also be high enough for displacement current to dominate and for ions to cross each sheath in many cycles. In this example, at 2 MHz with the same sheath voltages, the model would put the ion current density at 35% of $J_0$ in the powered sheath and 52% in the grounded one, so displacement current would no longer dominate strongly. The ion transit would take less than one cycle in each sheath, and the mean-field treatment would fail.

## Computed values

```
TESTED LAWS (dimensionless)
static sheath: a = 0.7500, p = 3.9999
static: kappa = 1.3333, Child coeff. = 0.4445
rf: kappa = 2.9630, Child coeff. = 0.8230
rf, collisionless: a = 0.7500, p = 4.000
rf, constant mean free path: a = 0.6000, p = 2.500
rf, constant mobility: a = 0.6668, p = 3.001
rf, uniform ion density: a = 0.5000, p = 2.000
voltage factor when n0 is halved at fixed J0 = 4.000
EXAMPLE INPUTS (rough)
frequency = 13.56 MHz, Te = 3.0 eV
edge density = 1.0e+10 cm^-3
pressure = 2.0 mTorr, gas temperature = 300 K
ion collision cross section = 5.0e-15 cm^2
electron collision rate coefficient = 1.0e-07 cm^3/s
powered area = 707 cm^2, area ratio = 1.50
bulk length = 5.0 cm
mean powered-sheath voltage = 500 V
IDEAL FOURTH-POWER LAW
voltage ratio = 5.062
grounded-sheath voltage = 98.8 V
self-bias = -401.2 V
FINITE Te, COLLISIONLESS RF SHEATH
H powered = 7.336, H grounded = 3.260
wall speed/Bohm speed: 18.285 powered, 8.682 grounded
grounded-sheath voltage = 111.6 V, effective p = 3.699
self-bias = -388.4 V
thickness: 7.17 mm powered, 2.58 mm grounded
peak voltage: 1176 V powered, 266 V grounded
source amplitude without bulk drop = 721 V
J0 powered = 8.438 mA/cm^2, rf current = 5.96 A
SIZE OF NEGLECTED EFFECTS
ion mean free path = 31.1 mm
with collisions: V_b = 119.1 V, p = 3.538
with collisions: thickness = 7.08, 2.68 mm
grounded/powered edge density in next two lines = 0.80
no collisions: V_b = 167.1 V, p = 2.703
with collisions: V_b = 175.3 V, p = 2.585
residual voltage: 7.4 V powered, 8.6 V grounded
ion current density = 0.431 mA/cm^2
ion current/J0: 0.051 powered, 0.077 grounded
bulk voltage amplitude = 1.28 V
ion transit: 6.23 cycles powered, 4.15 grounded
powered sheath thickness/electrode radius = 0.048
```
